# Folding silicon's conduction valley into the eight-atom cubic cell: verification in Python

```python
"""
Result under test: silicon's conduction minimum at k = 0.85 X, with
X = (2 pi/a)(1,0,0), folds to q = -0.15 X in the Brillouin zone of the
eight-atom cubic cell, 0.15 of the original Gamma-X distance from Gamma.

Symbols: a = cubic lattice constant; positions are in units of a;
wavevectors are in units of 2 pi/a, the original Gamma-X distance.
Bands come from a local empirical pseudopotential: atomic form factors
(fitted inputs, rounded) times a structure factor summed over the atoms.
Between the fitted points the form factor is interpolated, so that it is
nonzero also at vectors where the crystal structure must cancel it.
"""
import itertools
import numpy as np
from scipy import constants as sc
from scipy.optimize import minimize_scalar

a_nm = 0.543
valley = 0.85
temperature = 300.0
wavelength_nm = 1100.0
refractive_index = 3.5
displacement_nm = 0.005
cutoff = 20.5

gx_nm = 2 * np.pi / a_nm
kinetic_eV = (sc.hbar * gx_nm * 1e9) ** 2 / (2 * sc.m_e * sc.e)
rydberg_eV = sc.value("Rydberg constant times hc in eV")
form_q2 = np.array([3.0, 8.0, 11.0, 12.0])
form_ry = np.array([-0.21, 0.04, 0.08, 0.0])

cubic = np.eye(3)
primitive = 0.5 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
tau = np.ones(3) / 8
atoms_two = np.array([tau, -tau])
sites = np.vstack([np.zeros(3), primitive])
atoms_eight = np.vstack([sites + tau, sites - tau])
integers = np.array(list(itertools.product(range(-7, 8), repeat=3)))


def reciprocal_points(cell):
    """Reciprocal lattice from the real cell vectors, units 2 pi/a."""
    return integers @ np.linalg.inv(cell).T


def fold(k, cell):
    """Shortest wavevector equivalent to k, by exhaustive search."""
    candidates = np.asarray(k) - reciprocal_points(cell)
    return candidates[np.argmin(np.sum(candidates**2, axis=1))]


def solve(k, cell, atoms, cut=cutoff, center=None):
    """Energies (eV), eigenvectors and reciprocal vectors at k."""
    k = np.asarray(k, dtype=float)
    center = k if center is None else np.asarray(center)
    G = reciprocal_points(cell)
    G = G[np.sum((G + center) ** 2, axis=1) < cut]
    dG = G[:, None, :] - G[None, :, :]
    structure = sum(np.exp(-2j * np.pi * (dG @ r)) for r in atoms)
    structure = structure / len(atoms)
    form = np.interp(np.sum(dG**2, axis=2), form_q2, form_ry)
    H = rydberg_eV * form * structure
    H = H + np.diag(kinetic_eV * np.sum((G + k) ** 2, axis=1))
    energies, vectors = np.linalg.eigh(H)
    return energies, vectors, G


def optical_strength(k, solution, lower, upper):
    """Summed squared momentum matrix elements, units (hbar 2 pi/a)^2."""
    _, vectors, G = solution
    total = 0.0
    for axis in range(3):
        momentum = (G[:, axis] + k[axis])[:, None]
        element = vectors[:, lower].conj().T @ (momentum * vectors[:, upper])
        total += np.sum(np.abs(element) ** 2)
    return total


# Geometry of the folding
k0 = np.array([valley, 0.0, 0.0])
q0 = fold(k0, cubic)
assert np.allclose(fold(k0, primitive), k0)
assert np.allclose(q0, [valley - 1, 0, 0])
assert abs(np.linalg.norm(q0) - 0.15) < 1e-12
for t in np.linspace(0.03, 0.97, 20):
    assert abs(np.linalg.norm(fold([t, 0, 0], cubic)) - min(t, 1 - t)) < 1e-12
six = np.array([fold(s * valley * e, cubic) for e in np.eye(3) for s in (1, -1)])
distinct = len(np.unique(np.round(six, 10), axis=0))
assert distinct == 6
volume_ratio = abs(np.linalg.det(cubic) / np.linalg.det(primitive))
assert abs(volume_ratio - 4) < 1e-12
fraction_primitive = primitive @ k0
assert np.allclose(fraction_primitive, [0, 0.425, 0.425])

# Bloch phases: equal for cubic translations, opposite for a hidden one
for R in cubic:
    assert abs(np.exp(2j * np.pi * k0 @ R) - np.exp(2j * np.pi * q0 @ R)) < 1e-12
hidden = np.array([0.5, 0.5, 0.0])
phase_ratio = np.exp(2j * np.pi * (k0 - q0) @ hidden)
assert abs(phase_ratio + 1) < 1e-12

# Large-cell spectrum against the four primitive spectra
large = solve(q0, cubic, atoms_eight)
cosets = np.vstack([np.zeros(3), np.eye(3)])
small = [solve(q0 + c, primitive, atoms_two) for c in cosets]
union = np.sort(np.concatenate([s[0] for s in small]))
assert len(union) == len(large[0])
spectrum_error = np.max(np.abs(union - large[0]))
assert spectrum_error < 1e-8
valley_energy = solve(k0, primitive, atoms_two)[0][4]
assert abs(large[0][16] - valley_energy) < 1e-8
assert np.allclose(large[0][14:16], small[0][0][2:4], atol=1e-8)

# Primitive-wavevector content of large-cell band 17
weights = []
for c in cosets:
    parity = np.rint(large[2] - c).astype(int) % 2
    member = np.all(parity == parity[:, :1], axis=1)
    weights.append(np.sum(np.abs(large[1][member, 16]) ** 2))
assert abs(weights[1] - 1) < 1e-10 and abs(sum(weights) - 1) < 1e-10

# Zone centre of the large cell contains the original X points
gamma = solve([0, 0, 0], cubic, atoms_eight)[0]
x_energy = solve([1, 0, 0], primitive, atoms_two)[0][4]
assert abs(gamma[16] - x_energy) < 1e-8
assert gamma[15] > large[0][15]
assert valley_energy < x_energy

# Optical coupling: absent in the perfect crystal, present when distorted
reference = optical_strength(q0, small[0], slice(2, 4), slice(4, 7))
perfect = optical_strength(q0, large, slice(14, 16), slice(16, 17)) / reference
moved = atoms_eight.copy()
direction = np.array([1.0, 2.0, 3.0])
moved[0] += displacement_nm / a_nm * direction / np.linalg.norm(direction)
distorted_solution = solve(q0, cubic, moved)
distorted = optical_strength(
    q0, distorted_solution, slice(14, 16), slice(16, 17)) / reference
assert perfect < 1e-16
assert distorted > 1e-7


# The model's own minimum, with a fixed basis so that energy is smooth
def conduction(t):
    return solve([t, 0, 0], primitive, atoms_two, center=k0)[0][4]


search = minimize_scalar(conduction, bounds=(0.6, 1.0), method="bounded",
                         options={"xatol": 1e-6})
t_min = search.x
assert 0.75 < t_min < 0.95
step = 0.01
curvature = (conduction(t_min + step) - 2 * search.fun
             + conduction(t_min - step)) / step**2
mass = 2 * kinetic_eV / curvature
assert mass > 0
gap = search.fun - gamma[15]
fine_gap = (solve(k0, primitive, atoms_two, cut=40.5)[0][4]
            - solve([0, 0, 0], primitive, atoms_two, cut=40.5)[0][3])
cutoff_shift = fine_gap - (valley_energy - gamma[15])
assert gap > 0 and abs(cutoff_shift) < 0.05

# Effects beyond the bare label
kT = sc.k * temperature / sc.e
thermal_rms = np.sqrt(mass * kT / (2 * kinetic_eV))
photon = refractive_index * a_nm / wavelength_nm
assert photon < 0.05 * np.linalg.norm(q0)
line = {i: solve([i / 8, 0, 0], cubic, atoms_eight)[0][16] for i in range(5)}
mesh_error = {}
for n in (1, 2, 4, 8):
    lowest = min(line[i] for i in range(0, 5, 8 // n))
    mesh_error[n] = 1000 * (lowest - search.fun)
    assert mesh_error[n] > -5

print(f"lattice constant a (rough input): {a_nm:.3f} nm")
print(f"original Gamma-X distance 2 pi/a: {gx_nm:.3f} nm^-1")
print(f"valley distance before folding: {valley * gx_nm:.3f} nm^-1")
print(f"cubic zone face pi/a: {gx_nm / 2:.3f} nm^-1")
print("folded valley, units 2 pi/a:", np.round(q0, 4))
print(f"folded distance / original Gamma-X: {np.linalg.norm(q0):.4f}")
print(f"folded distance: {np.linalg.norm(q0) * gx_nm:.3f} nm^-1")
print(f"folded distance / new Gamma-X: {np.linalg.norm(q0) / 0.5:.4f}")
print("primitive fractional coordinates of k:", np.round(fraction_primitive, 4))
print(f"cell volume ratio: {volume_ratio:.1f}")
print(f"distinct folded valleys: {distinct}")
print(f"phase ratio for hidden translation: {phase_ratio.real:.3f}")
print("form factors at |G|^2 = 3, 8, 11 (input):", form_ry[:3], "Ry")
print(f"plane-wave cutoff on |k+G|^2: {cutoff:.1f} (2 pi/a)^2")
print(f"plane waves in large cell: {len(large[0])}")
print(f"largest spectrum mismatch: {spectrum_error:.1e} eV")
print(f"energies below are from the valence top at Gamma")
print(f"primitive band 5 at 0.85 X: {valley_energy - gamma[15]:.4f} eV")
print(f"large-cell band 17 at folded point: {large[0][16] - gamma[15]:.4f} eV")
print(f"large-cell band 16 at folded point: {large[0][15] - gamma[15]:.4f} eV")
print(f"large-cell band 17 at Gamma: {gamma[16] - gamma[15]:.4f} eV")
for c, s, w in zip(cosets, small, weights):
    print(f"source {np.round(q0 + c, 2)}: band 5 at "
          f"{s[0][4] - gamma[15]:.4f} eV, weight in band 17 {w:.6f}")
print(f"model minimum: {t_min:.4f} of original Gamma-X")
print(f"model minimum after folding: {1 - t_min:.4f} of original Gamma-X")
print(f"model indirect gap: {gap:.4f} eV")
print(f"gap change with doubled cutoff: {1000 * cutoff_shift:.2f} meV")
print(f"relative optical strength, perfect crystal: {perfect:.1e}")
print(f"atom displacement (input): {displacement_nm:.3f} nm")
print(f"relative optical strength, displaced atom: {distorted:.2e}")
print(f"shift of folded distance if 0.85 moves by 0.01: "
      f"{100 * 0.01 / np.linalg.norm(q0):.1f} percent")
print(f"model longitudinal mass: {mass:.3f} electron masses")
print(f"temperature: {temperature:.0f} K, thermal energy: {1000 * kT:.2f} meV")
print(f"thermal rms spread along valley: {thermal_rms:.4f} of Gamma-X")
print(f"photon wavelength (input): {wavelength_nm:.0f} nm")
print(f"refractive index (rough input): {refractive_index:.1f}")
print(f"photon wavevector in silicon: {photon:.5f} of Gamma-X")
for n, error in mesh_error.items():
    print(f"axis mesh {n} per cubic reciprocal vector: "
          f"minimum too high by {error:.1f} meV")
print("all tests passed")
```

Running it gives:

```
lattice constant a (rough input): 0.543 nm
original Gamma-X distance 2 pi/a: 11.571 nm^-1
valley distance before folding: 9.836 nm^-1
cubic zone face pi/a: 5.786 nm^-1
folded valley, units 2 pi/a: [-0.15  0.    0.  ]
folded distance / original Gamma-X: 0.1500
folded distance: 1.736 nm^-1
folded distance / new Gamma-X: 0.3000
primitive fractional coordinates of k: [0.    0.425 0.425]
cell volume ratio: 4.0
distinct folded valleys: 6
phase ratio for hidden translation: -1.000
form factors at |G|^2 = 3, 8, 11 (input): [-0.21  0.04  0.08] Ry
plane-wave cutoff on |k+G|^2: 20.5 (2 pi/a)^2
plane waves in large cell: 397
largest spectrum mismatch: 2.1e-13 eV
energies below are from the valence top at Gamma
primitive band 5 at 0.85 X: 0.8304 eV
large-cell band 17 at folded point: 0.8304 eV
large-cell band 16 at folded point: -0.3461 eV
large-cell band 17 at Gamma: 0.9579 eV
source [-0.15  0.    0.  ]: band 5 at 3.0701 eV, weight in band 17 0.000000
source [0.85 0.   0.  ]: band 5 at 0.8304 eV, weight in band 17 1.000000
source [-0.15  1.    0.  ]: band 5 at 1.4871 eV, weight in band 17 0.000000
source [-0.15  0.    1.  ]: band 5 at 1.4871 eV, weight in band 17 0.000000
model minimum: 0.8542 of original Gamma-X
model minimum after folding: 0.1458 of original Gamma-X
model indirect gap: 0.8303 eV
gap change with doubled cutoff: -10.12 meV
relative optical strength, perfect crystal: 4.5e-31
atom displacement (input): 0.005 nm
relative optical strength, displaced atom: 9.67e-05
shift of folded distance if 0.85 moves by 0.01: 6.7 percent
model longitudinal mass: 0.872 electron masses
temperature: 300 K, thermal energy: 25.85 meV
thermal rms spread along valley: 0.0470 of Gamma-X
photon wavelength (input): 1100 nm
refractive index (rough input): 3.5
photon wavevector in silicon: 0.00173 of Gamma-X
axis mesh 1 per cubic reciprocal vector: minimum too high by 127.6 meV
axis mesh 2 per cubic reciprocal vector: minimum too high by 127.6 meV
axis mesh 4 per cubic reciprocal vector: minimum too high by 62.3 meV
axis mesh 8 per cubic reciprocal vector: minimum too high by 2.5 meV
all tests passed
```
